# Sum Rules for the Extinction Coefficient and the Imaginary Dielectric Function

## 1. A case that can be read from a circle

Take free electrons without collisions. With fields varying as $e^{-i\omega t}$, their permittivity is $\varepsilon=1-\omega_p^2/\omega^2$, where $\omega_p$ is the plasma frequency. Below $\omega_p$ it is negative, so the complex index $N=n+i\kappa=\sqrt{\varepsilon}$ is purely imaginary:

$$\kappa=\sqrt{\frac{\omega_p^2}{\omega^2}-1},\qquad \omega\kappa=\sqrt{\omega_p^2-\omega^2}.$$

Above $\omega_p$, $\kappa=0$. The graph of $\omega\kappa$ against $\omega$ is a quarter circle of radius $\omega_p$, so

$$\int_0^\infty\omega\kappa\,d\omega=\frac{\pi\omega_p^2}{4}.$$

The imaginary part $\varepsilon_2$ of $\varepsilon$ seems to vanish here. To see where its weight has gone, add a collision rate $\gamma$:

$$\varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \omega\varepsilon_2=\frac{\omega_p^2\gamma}{\omega^2+\gamma^2},\qquad \int_0^\infty\omega\varepsilon_2\,d\omega=\frac{\pi\omega_p^2}{2}.$$

The last integral does not depend on $\gamma$. As $\gamma\to0$ its weight gathers at zero frequency. For $\gamma=0.001\,\omega_p$, numerical integration puts 99.4% of the $\varepsilon_2$ integral below $0.1\,\omega_p$, but 12.6% of the $\kappa$ integral; the undamped quarter circle has 12.7% there. The totals stand in the ratio two to one although the spectra are distributed quite differently.

## 2. Statement and conditions

For a medium whose electron density, core electrons included, is $n_e$,

$$\boxed{\int_0^\infty\omega\kappa\,d\omega=\frac{\pi\omega_p^2}{4}=\frac12\int_0^\infty\omega\varepsilon_2\,d\omega},\qquad \omega_p^2=\frac{n_e e^2}{\varepsilon_0 m}.$$

The medium is linear, isotropic, non-magnetic and local (its $\varepsilon$ depends on frequency, not on wavevector). It is causal, and passive: $\varepsilon_2\ge0$ for $\omega>0$. Nuclei are held fixed and electrons are non-relativistic. A static conductivity is allowed; the collisionless plasma is the limit $\gamma\to0$.

**High-frequency behaviour.** When $\omega$ far exceeds the binding frequencies, an electron responds as if free. From $m\ddot x=-eE$ follows $x=eE/(m\omega^2)$. The polarization is $P=-n_eex$, hence

$$\varepsilon-1=\frac{P}{\varepsilon_0E}\to-\frac{\omega_p^2}{\omega^2}.$$

Quantum mechanics gives the same coefficient. First-order perturbation theory writes the dipole response of one electron as that of oscillators with strengths $f_j=2m(E_j-E_0)|x_{j0}|^2/\hbar^2$, so the high-frequency coefficient is multiplied by $\sum_jf_j$. For $H=p^2/2m+V(x)$ we have $[H,x]=-i\hbar p/m$ and $[x,[H,x]]=\hbar^2/m$. Expanding the double commutator in the ground state gives

$$\frac{\hbar^2}{m}=\langle 2xHx-x^2H-Hx^2\rangle=2\sum_j(E_j-E_0)|x_{j0}|^2,$$

and therefore $\sum_jf_j=1$. For many electrons, $x$ becomes the sum of their coordinates. Interactions that depend on position alone commute with it, and the sum becomes the number of electrons.

We also require that corrections to $-\omega_p^2/\omega^2$ vanish faster than $1/\omega^2$ throughout the upper half of the complex frequency plane.

## 3. Why the square root may be used

Causality makes $\varepsilon(z)$ analytic for $\operatorname{Im}z>0$. A square root, however, has a branch point at every simple zero of $\varepsilon$. The derivation for $\kappa$ therefore rests on a fact that the one for $\varepsilon_2$ does not need: $\varepsilon$ has no zero in the upper half-plane.

For $z$ in that half-plane, Cauchy's formula, closed by a large arc that contributes nothing, gives

$$\varepsilon(z)-1=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\varepsilon(\omega')-1}{\omega'-z}\,d\omega'.$$

The same integral with $z^*$ in place of $z$ is zero, because $z^*$ lies outside the contour. Adding the complex conjugate of that zero replaces $\varepsilon-1$ by $\varepsilon-\varepsilon^*=2i\varepsilon_2$. In a conductor the path passes above the pole at $\omega'=0$ on a small half-circle, and the two half-circle terms cancel in this sum. Real fields require $\varepsilon(-\omega)=\varepsilon(\omega)^*$, so $\varepsilon_2$ is odd. Pairing $\omega'$ with $-\omega'$ then gives

$$\varepsilon(z)=1+\frac2\pi\int_0^\infty\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-z^2}\,d\omega'.$$

Let $z=a+ib$ with $a,b>0$. Then $\operatorname{Im}z^2=2ab>0$ and

$$\operatorname{Im}\frac1{\omega'^2-z^2}=\frac{2ab}{|\omega'^2-z^2|^2}>0.$$

With $\varepsilon_2\ge0$ and not identically zero, $\operatorname{Im}\varepsilon>0$ in the first quadrant. By reflection, $\operatorname{Im}\varepsilon<0$ in the second. On the positive imaginary axis, $z=iy$, the denominator is $\omega'^2+y^2$, so $\varepsilon$ is real and greater than one. Thus $\varepsilon$ is never zero or negative in the open upper half-plane. The principal root $N$ is analytic there, tends to one at high frequency, and has $\kappa\ge0$ for $\omega>0$, as a decaying wave requires.

## 4. The contour integral

Since $\sqrt{1+u}=1+u/2+O(u^2)$,

$$N-1\to-\frac{\omega_p^2}{2\omega^2}.$$

This is where the factor of one half enters. Integrate $z(N-1)$ along the real axis from $-R$ to $R$ and back along the upper semicircle. The total is zero because nothing singular is enclosed. At the origin of a conductor $N$ grows as $z^{-1/2}$, so $zN$ vanishes there and the point is harmless. On the semicircle $z=Re^{i\theta}$ and $dz=iz\,d\theta$, which gives

$$\int_0^\pi\left(-\frac{\omega_p^2}{2z}\right)iz\,d\theta=-\frac{i\pi\omega_p^2}{2}.$$

The real axis must supply the opposite amount. Because $N(-\omega)=N(\omega)^*$, $n$ is even and $\kappa$ is odd. The part $\omega(n-1)$ is odd and cancels between $-R$ and $R$; the part $\omega\kappa$ is even and doubles:

$$2i\int_0^\infty\omega\kappa\,d\omega=\frac{i\pi\omega_p^2}{2}.$$

Division by $2i$ gives $\pi\omega_p^2/4$. Repeating the argument with $z(\varepsilon-1)$ changes the arc to $-i\pi\omega_p^2$ and gives $\pi\omega_p^2/2$. The factor $z$ makes the conductor's pole at zero finite.

## 5. What the factor of two means

The imaginary part of $\varepsilon=(n+i\kappa)^2$ is $\varepsilon_2=2n\kappa$. Subtracting twice the $\kappa$ rule from the $\varepsilon_2$ rule leaves

$$\int_0^\infty\omega\kappa\,(n-1)\,d\omega=0.$$

The mean of $n$, weighted by $\omega\kappa$, is one. At a single frequency $\kappa=\varepsilon_2/2$ holds where $n=1$, not in general.

**Dilute limit.** If $|\varepsilon-1|\ll1$ at all frequencies, then $n\approx1$ and $\kappa\approx\varepsilon_2/2$ point by point. The intensity of a wave falls as $e^{-\alpha x}$ with $\alpha=2\omega\kappa/c$. For any density within the conditions above,

$$\int_0^\infty\alpha\,d\omega=\frac{\pi\omega_p^2}{2c}.$$

Divided by $n_e$, this is $\pi e^2/(2\varepsilon_0mc)$ per electron. Condensing a gas moves its absorption in frequency but leaves the integral per electron unchanged.

**Transparent background.** Suppose that only a group of electrons with plasma frequency $\omega_v$ absorbs in the range of interest, and that all others supply a constant real $\varepsilon_b>1$. In the window above the group's absorption, $\varepsilon\approx\varepsilon_b-\omega_v^2/\omega^2$, and

$$N\approx\sqrt{\varepsilon_b}-\frac{\omega_v^2}{2\sqrt{\varepsilon_b}\,\omega^2}.$$

The contour argument for $z(N-\sqrt{\varepsilon_b})$ gives $\pi\omega_v^2/(4\sqrt{\varepsilon_b})$ for the $\kappa$ integral, while the $\varepsilon_2$ integral remains $\pi\omega_v^2/2$. The ratio is no longer one half. A partial electron count from $\kappa$ must include this factor; it is accurate if $\varepsilon_b$ is nearly constant up to a window well above the group's absorption.

## 6. A case in which the rule fails

In dimensionless frequency, an inverted oscillator has

$$\varepsilon=1-\frac{4}{1-\omega^2-i\omega/2}.$$

Its poles lie in the lower half-plane, but it amplifies: $\varepsilon_2<0$ for $\omega>0$. At high frequency $\varepsilon-1\to4/\omega^2$, so $-4$ stands in place of $\omega_p^2$ and the simple rule predicts $-\pi$ for the $\kappa$ integral.

On $\omega=iy$, $\varepsilon=0$ requires $1+y^2+y/2=4$, which gives $y=1.5$. The root $N$ that tends to one therefore has a cut from $0$ to $1.5i$, with $N=+i\sqrt{|\varepsilon|}$ on its left side and $-i\sqrt{|\varepsilon|}$ on its right. The contour must run up the left side and down the right. There $z\,dz=-y\,dy$, so the two sides contribute $-2iK$, where

$$K=\int_0^{1.5}y\sqrt{|\varepsilon(iy)|}\,dy.$$

Hence $\int_0^\infty\omega\kappa\,d\omega=-\pi+K$. Numerical integration gives $K=0.848$, so the right side is $-2.294$. Direct integration of $\omega\kappa$ along the real axis also gives $-2.294$.

The zero represents a longitudinal polarization that grows as $e^{1.5t}$ in dimensionless time, without oscillating, so this medium has no steady linear response; the case serves to show what the absence of zeros does. Gain alone need not break the rule. If the 4 is replaced by a positive number below 1, there is no zero in the upper half-plane and the simple rule holds with its negative right side.

## 7. Worked example: an organic resist film

**Electron density.** The model film has 8 C, 8 H and 1 O per repeat unit, which means 64 electrons and a mass of 120.15 u. Its density is set to 1.2 g/cm³, a rough value for hydroxystyrene-type resists. With $1\,\mathrm{u}=1.6605\times10^{-24}$ g,

$$n_e=\frac{1.2\times64}{120.15\times1.6605\times10^{-24}}\ \mathrm{cm^{-3}}=3.85\times10^{23}\ \mathrm{cm^{-3}}.$$

This gives $\omega_p=3.50\times10^{16}$ rad/s, or $E_p=\hbar\omega_p=23.04$ eV, and $E_p^2=530.8\ \mathrm{eV^2}$.

**Absorption model.** The electrons are assigned to four bands with thresholds $E_j$ and counts $S_j$: $\pi$ (5 eV, 2), $\sigma$ (8.5 eV, 44), carbon K (290 eV, 16) and oxygen K (540 eV, 2). These are round model parameters. The 2 for $\pi$ is an effective strength, not the number of $\pi$ electrons, which is six in an aromatic ring; the $\sigma$ band holds the rest of the 46 valence electrons. Above its threshold each band contributes

$$\varepsilon_2^{(j)}=\frac{S_jE_p^2}{64}\times\begin{cases}2E_j\sqrt{E^2-E_j^2}/E^4&(\pi,\sigma)\\ \pi E_j^2/E^4&(\text{K edges}).\end{cases}$$

Each form integrates to $\int E\varepsilon_2^{(j)}dE=\pi S_jE_p^2/128$, its share of the total. The dispersion integral of Section 3 then gives $\varepsilon_1$ in closed form, with $w=E^2$ approached from above the real axis: $\varepsilon=1+(E_p^2/64)\sum_jS_jF_j$, where

$$F_j=\frac{2E_j}{w^2}\left[E_j-\frac{w}{2E_j}-\sqrt{E_j^2-w}\right]\quad(\pi,\sigma),$$

$$F_j=-\frac{E_j^2}{w^2}\ln\!\left(1-\frac{w}{E_j^2}\right)-\frac1w\quad(\text{K edges}).$$

Both functions are analytic in $w$ except on the cut along the real axis above threshold (the apparent pole at $w=0$ cancels). They are real on the real axis below threshold, fall as $-1/w$, and have the stated imaginary part on the upper side of the cut, where $\sqrt{E_j^2-w}=-i\sqrt{w-E_j^2}$ and the logarithm has imaginary part $-\pi$. These properties fix them.

**Exposure wavelengths.** At 13.5 nm, $E=91.84$ eV. The $\pi$ and $\sigma$ bands give $\varepsilon_2=0.00021+0.00797=0.00819$ before rounding of the parts. With $n=0.978$,

$$\kappa=\frac{0.00819}{2\times0.978}=0.00419,\qquad \alpha=\frac{4\pi\kappa}{\lambda}=3.90\ \mathrm{\mu m^{-1}}.$$

At 193 nm the model gives $n=1.72$, $\kappa=0.114$ and $\alpha=7.5\ \mathrm{\mu m^{-1}}$.

**Integrals.** Adaptive quadrature in $\ln E$, from 5 eV to $10^9$ eV, gives $\int E\kappa\,dE=416.86\ \mathrm{eV^2}$ and $\int E\varepsilon_2\,dE=833.72\ \mathrm{eV^2}$. The formulas give $\pi E_p^2/4=416.86$ and $\pi E_p^2/2=833.72\ \mathrm{eV^2}$. The absorption budget is

$$\int\alpha\,dE=\frac{\pi E_p^2}{2\hbar c}=\frac{833.7\ \mathrm{eV^2}}{0.1973\ \mathrm{eV\,\mu m}}\approx4225\ \mathrm{eV/\mu m}.$$

At fixed electron density, a change of bonding can redistribute this amount over photon energy but cannot enlarge it.

**Finite cutoffs.** Up to a cutoff $E_c$, define the electron counts per repeat unit

$$N_\varepsilon=\frac{128}{\pi E_p^2}\int_0^{E_c}E\varepsilon_2\,dE,\qquad N_\kappa=\frac{256}{\pi E_p^2}\int_0^{E_c}E\kappa\,dE.$$

| $E_c$ (eV) | $N_\varepsilon$ | $N_\kappa$ |
|---:|---:|---:|
| 10 | 3.78 | 1.87 |
| 14.9 | 15.03 | 10.41 |
| 30 | 29.92 | 28.71 |
| 91.84 | 40.68 | 40.63 |
| 280 | 44.25 | 44.23 |
| 1000 | 61.58 | 61.58 |

Since $\varepsilon_2=2n\kappa$, the ratio $N_\varepsilon/N_\kappa$ is the weighted mean of $n$ up to the cutoff. At 10 eV it is about 2, and the count from $\kappa$ is half the other. The difference $N_\varepsilon-N_\kappa$ grows while $n>1$ and shrinks where $n<1$. It peaks at 4.6 electrons at 14.9 eV, where $n$ first falls through one. By 92 eV it is 0.06, taken from the unrounded counts. Both counts are then near 41, not 64, because most of the remaining strength lies above the K edges. Agreement between the two counts does not show that either is complete.

**Comparison with real films.** Organic resists absorb roughly 4 to 5 $\mathrm{\mu m^{-1}}$ at 13.5 nm, so the model's 3.9 $\mathrm{\mu m^{-1}}$ lies just below that range. At 193 nm aromatic resists typically absorb tens of $\mathrm{\mu m^{-1}}$; the model value is several times too low, and its $\pi$ band should not be used for design at that wavelength. The assumption that each shell keeps its own electron count also fails in real atoms, because filled 2p places block transitions from 1s. The hydrogenic 1s–2p strength is $2^{13}/3^9=0.416$ per electron. With the 2p filling of free atoms, 2 of 6 places in carbon and 4 of 6 in oxygen, the hydrogenic estimate of the strength moved from core to valence is

$$0.416\left(16\times\tfrac26+2\times\tfrac46\right)=2.77\ \text{electrons}.$$

Placed in the $\sigma$ band at fixed thresholds, this amount would raise $\alpha$ at 13.5 nm by 6.3% and leave the total integral unchanged. The estimate is too high by about a factor of two. Screening by the other electrons makes the real 2p orbitals wider than hydrogenic ones, which weakens their coupling to 1s, and it also narrows the 1s–2p energy gap. Both effects lower the strength: in local-density atoms it is about 0.13 for carbon and 0.15 for oxygen, a third of the hydrogenic value, which at free-atom filling would move about 0.9 electrons per repeat unit. Bonding works the other way by raising the 2p filling, in $sp^2$ carbon from two electrons towards three. Local-density orbitals of benzene and water give about 0.14 electrons per carbon and 0.22 per oxygen, each uncertain by about 0.01 from the basis set, or roughly 1.3 per repeat unit, which raises $\alpha$ by about 3%.

**Other limits of the model.**

- The valence bands leave 1.7 electrons above 290 eV. This is too many, since real valence absorption falls faster at high energy.
- A 100 K temperature rise, with a rough volume expansion of $2\times10^{-4}\ \mathrm{K^{-1}}$, lowers $\alpha$ at 13.5 nm by 2.0% at fixed thresholds.
- Mobile nuclei of charge $Z$ and mass $M$ add $\sum Z^2m/M$ to the 64 electrons, a relative increase of $3\times10^{-4}$.
- Relativistic corrections for oxygen 1s electrons have the scale $(Z\alpha_{\mathrm{fs}})^2=3\times10^{-3}$, where $\alpha_{\mathrm{fs}}$ is the fine-structure constant.
- For a carbon 1s radius of one sixth of the Bohr radius, the non-dipole scale $(Er/\hbar c)^2$ is $2\times10^{-4}$ at 290 eV. This estimate holds only near the edge. Far above it the photoelectron wavelength replaces the orbital radius, and the correction to the 1s cross-section grows linearly, roughly as $2E/mc^2$: for a hydrogenic 1s with $Z=6$ it is about 2% at 5 keV, 4% at 10 keV and 9% at 22 keV. Relativistic corrections to the photoelectron are of the same order in $E/mc^2$. Measured data should therefore be summed to a cutoff well above the core edges but far below $mc^2$; near 20 keV, scattering also rivals photoabsorption in the measured attenuation of carbon.

All numerical values are calculated from the stated model.
